# Why doping lowers the apparent activation energy of silicon regrowth

**Question.** An amorphous silicon layer on a crystal regrows epitaxially when it is heated. A phosphorus-doped layer regrows faster than an intrinsic one, but the advantage weakens as the temperature rises, and the Arrhenius plot of the doped layer gives a lower activation energy. Why do these two observations go together, how large is the energy shift, and does it mean that doping has lowered a barrier?

**Answer.**

## The mechanism

An Arrhenius plot measures how fast the logarithm of the speed rises with temperature. If doping multiplies the speed by a large factor when the furnace is cool and by a smaller one when it is hot, the doped line is lifted more at its cold end than at its hot end. It lies higher and is less steep, and the smaller slope is read as a lower activation energy. This much is geometry and needs no theory of the interface.

The physics lies in why the factor weakens. In the Fermi-level model of regrowth, bonds at the interface are rearranged by mobile defects, which may be neutral or may have captured an electron. Donors supply electrons, so doped material has more charged defects, and these add to the growth. Capture releases energy, because the electron falls from the conduction band into a level below it. Heating undoes a process that releases energy, so at a fixed electron density there are fewer charged defects per neutral one in a hotter sample.

## The logarithmic derivative

Let $v$ be the regrowth speed of the doped material and $v_i$ that of intrinsic material at the same temperature, crystal orientation and stress. The enhancement is the ratio $R=v/v_i$. With $\beta=1/kT$, the apparent activation energy is the local Arrhenius slope,

$$E=-\frac{d\ln v}{d\beta}.$$

Since $\ln v=\ln v_i+\ln R$, applying $-d/d\beta$ to each term gives

$$E_{\rm doped}-E_{\rm intrinsic}=-\frac{d\ln R}{d\beta}.$$

From $d\beta/dT=-1/(kT^2)$ it follows that $d/d\beta=-kT^2\,d/dT$, and the two minus signs cancel:

$$E_{\rm doped}-E_{\rm intrinsic}=kT^2\,\frac{d\ln R}{dT}.$$

The doped energy is therefore lower if and only if $R$ falls on heating. A constant enhancement, however large, shifts the line without tilting it.

An experiment fits a line over a finite range $a\le\beta\le b$. For points spread uniformly in $\beta$, with midpoint $m$ and width $L=b-a$, the least-squares slope of $y=\ln v$ is

$$s=\frac{\int_a^b(\beta-m)\,y\,d\beta}{\int_a^b(\beta-m)^2\,d\beta}
=\frac{12}{L^3}\int_a^b(\beta-m)\,y\,d\beta .$$

The factor $\beta-m$ is the derivative of $-\tfrac12(\beta-a)(b-\beta)$, which vanishes at both ends. Integration by parts then leaves

$$s=\frac{6}{L^3}\int_a^b(\beta-a)(b-\beta)\,\frac{dy}{d\beta}\,d\beta .$$

The weight is positive and integrates to one. The fitted energy is thus a mean of local energies, and if $R$ falls throughout the range, the fitted energy is lower too.

## How many defects are charged

The size of the shift requires a model. I use atomic units ($\hbar=m_e=e=1$) and keep $k$. Energies $E_c$ and $E_v$ are the band edges, $E_F$ is the Fermi level, and the bands are taken as flat up to the interface.

A neutral defect holds one electron in its orbital, with two spin states and energy $\epsilon_0$. A negative defect holds two electrons, with a single spin state and energy $\epsilon_0+E^-$, where $E^-$ is the energy of adding the second electron. The positive defect, with an empty orbital, is left out: it is rare in n-type material and is assumed to be rare in intrinsic material too. Their grand-canonical weights are $2e^{-\beta(\epsilon_0-E_F)}$ and $e^{-\beta(\epsilon_0+E^--2E_F)}$, so

$$r=\frac{[D^-]}{[D^0]}=\tfrac12\,e^{\beta(E_F-E^-)} .$$

Making a neutral defect exchanges no electron with the bands, so its equilibrium population does not depend on $E_F$. The charged defects are added to it. This assumption matters: if the total number were fixed, charging would merely convert one kind into the other. With equal mobility for both kinds,

$$v=v_n(1+r),\qquad v_n=A\,e^{-\beta E_0},$$

where $E_0$ covers the formation and motion of the neutral defect and is unaffected by doping.

Let the level lie at a fixed depth $D$ below the conduction edge, $E^-=E_c-D$. For parabolic bands and Boltzmann occupation, the electron density is

$$n=N_c\,e^{\beta(E_F-E_c)},\qquad N_c=2\left(\frac{m_ckT}{2\pi}\right)^{3/2},$$

with $m_c$ the density-of-states mass. Eliminating $E_F$ gives

$$r=\frac{n}{2N_c}\,e^{\beta D}.$$

Intrinsic material has $n=n_i$ and hence the value $c=(n_i/2N_c)e^{\beta D}$. With $x=n/n_i$, doped material has $r=cx$, and

$$R=\frac{1+cx}{1+c}.$$

The density $n$ follows from neutrality. For $N$ fully ionized donors and a hole density $n_i^2/n$, we have $n-n_i^2/n=N$. Division by $n_i$ gives $x-1/x=N/n_i$, or

$$2\sinh(\ln x)=\frac{N}{n_i}.$$

## The shift in the model

Three logarithmic derivatives are needed. The first is that of $n_i=\sqrt{N_cN_v}\,e^{-\beta E_g/2}$. Both band densities vary as $\beta^{-3/2}$, so the square root contributes $-3/(2\beta)=-3kT/2$. For a gap linear in temperature, $E_g=E_{g0}-aT$, the product $\beta E_g=\beta E_{g0}-a/k$ has derivative $E_{g0}$. Thus

$$h\equiv-\frac{d\ln n_i}{d\beta}=\frac{E_{g0}}2+\frac{3kT}2 .$$

The second follows from $\ln c=\ln n_i-\ln N_c+\beta D-\ln2$:

$$c'\equiv\frac{d\ln c}{d\beta}=-h+\frac{3kT}2+D .$$

The third comes from differentiating the neutrality condition at fixed $N$. The left side gives $2\cosh(\ln x)\,d\ln x/d\beta$, and the right side gives $hN/n_i=2h\sinh(\ln x)$. Hence

$$\frac{d\ln x}{d\beta}=h\tanh(\ln x).$$

Let $f=cx/(1+cx)$ and $f_i=c/(1+c)$ be the charged fractions of the defects in doped and intrinsic material. Since $d\ln(1+r)/d\beta=[r/(1+r)]\,d\ln r/d\beta$,

$$\frac{d\ln R}{d\beta}=f\,[c'+h\tanh(\ln x)]-f_ic',$$

and the shift is

$$E_{\rm doped}-E_{\rm intrinsic}=-\left[(f-f_i)c'+f\,h\tanh(\ln x)\right].$$

## What the formula says

When $N\gg n_i$, the hyperbolic tangent tends to one, the gap term $h$ cancels against the $-h$ in $c'$, and the doped energy becomes

$$E_{\rm doped}=E_0-fQ=(1-f)E_0+f(E_0-Q),\qquad Q=D+\frac{3kT}2 .$$

An electron in the band has mean kinetic energy $3kT/2$ and sits a further $D$ above the defect level, so $Q$ is the mean energy released on capture. The apparent energy is an average over two contributions to growth, weighted by their shares of the speed: $E_0$ for neutral defects and $E_0-Q$ for charged ones. In this model the migration barrier is the same for both. The lower slope here records the heat of electron capture, not an easier bond rearrangement.

The slope alone cannot prove that this is what happens in a real sample. If the charged defects also had a migration barrier lower by $\delta$, their contribution to the speed would gain a factor $e^{\beta\delta}$, and a level shallower by the same $\delta$ would cancel it exactly. The two cases give the same curves. A lower apparent energy is therefore no proof of a lowered barrier, but it does not exclude one; telling them apart needs an independent value of $D$.

Intrinsic material behaves differently, because its electrons must first be excited across the gap. Its energy is $E_0-f_ic'$. When $c'$ is negative, heating creates electrons faster than it releases them from defects, and the intrinsic energy lies above $E_0$, by only about 0.001 eV with the parameters below.

If $N\gg n_i$ and also $c\ll1$, then $R\approx1+r$ and $f\approx1-1/R$, so

$$E_{\rm doped}-E_{\rm intrinsic}\approx-\left(1-\frac1R\right)Q .$$

For weak enhancement the shift vanishes. For strong enhancement it approaches $-Q$, as long as the carriers remain nondegenerate. Its scale is set by the depth of the level and by $kT$, not by the much larger $E_0$.

The ratio must not be confused with the excess speed $v-v_i$. In the extrinsic limit the excess is nearly $v_nr$, with apparent energy $E_0-Q$. As long as $Q<E_0$, the excess grows on heating even while $R$ falls.

## The prefactor changes too

The local tangent to the Arrhenius plot has the intercept $\ln A_{\rm app}=\ln v+\beta E$. Subtracting the intrinsic intercept from the doped one gives

$$\ln\frac{A_{\rm doped}}{A_{\rm intrinsic}}=\ln R+\beta\,(E_{\rm doped}-E_{\rm intrinsic}).$$

The first term is positive and the second negative, so the doped sample can have the smaller apparent prefactor although it grows faster. For the charged contribution the reason is visible in $r\,e^{-\beta Q}=(N/2N_c)e^{-3/2}$, where the exponent $-3/2$ comes from $\beta\cdot3kT/2$. Capture lowers the energy, but it takes an electron out of many available band states and puts it in one defect state, and this loss of entropy enters the prefactor. Energy and prefactor therefore have to be compared together.

## When the sign changes

A weakening enhancement is not guaranteed by doping. In the extrinsic limit the doped energy lies below or above $E_0$ according to the sign of $Q$. The direction of $R$ nearly follows it, but the intrinsic term $f_ic'$ moves the turning point to slightly negative $Q$, about $-h/(x-1)$ when few defects are charged: $-0.002$ eV for the doping used below and $-0.02$ eV for a tenth of it. For a level above the conduction edge, $D$ is negative, and at $D=-3kT/2$ the doped energy equals $E_0$. For a level well above that point, capture absorbs energy, heating promotes it, and $R$ rises. With the parameters below but the level 0.25 eV above the edge, the shift is about $+0.0008$ eV. It is tiny because few defects are charged, but its sign is reversed.

Heavy doping changes the kinetic term. Let $\eta=\beta(E_F-E_c)$ and let $F_j$ be the Fermi integrals normalized so that $dF_j/d\eta=F_{j-1}$. Then $n=N_cF_{1/2}(\eta)$. At fixed $n$, the logarithmic derivative gives

$$0=-\frac{3kT}2+\frac{F_{-1/2}(\eta)}{F_{1/2}(\eta)}\frac{d\eta}{d\beta}.$$

Since $r=\tfrac12e^{\eta+\beta D}$, its logarithmic derivative is $D+d\eta/d\beta$, so the energy $Q$ is replaced by

$$Q_{\rm F}=D+\frac{3kT}2\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)} .$$

The quotient tends to one for dilute carriers, which restores the earlier result.

## Numbers for a furnace anneal

Take phosphorus-doped silicon with $N=5\times10^{19}$ cm$^{-3}$, annealed between 773 and 873 K. The round model parameters are $E_0=2.70$ eV, $A=5\times10^{15}$ nm/s and $D=0.10$ eV. The gap is $1.26\ {\rm eV}-(3.8\times10^{-4}\ {\rm eV/K})\,T$, and the density-of-states masses are 1.1 for electrons and 1.0 for holes.

At 823 K, $kT=0.0709$ eV, $N_c=1.315\times10^{20}$ cm$^{-3}$ and $n_i=1.54\times10^{17}$ cm$^{-3}$. The doping is far above $n_i$, so $n\approx N$ and

$$r=\frac{5\times10^{19}}{2\times1.315\times10^{20}}\,e^{0.10/0.0709}\approx0.78,
\qquad f=\frac{0.78}{1.78}\approx0.44 .$$

In intrinsic material $f_i$ is only 0.0024. The enhancement is $R=1.77$: the doped layer grows at 0.260 nm/s and the intrinsic one at 0.147 nm/s, so 100 nm takes 384 s instead of 682 s.

The capture energy is $Q=0.100+0.106=0.206$ eV. With $h=0.7364$ eV and $c'=-0.5300$ eV, the full formula gives

$$-\left[(0.4377-0.0024)(-0.5300)+0.4377\times0.7364\right]=-0.092\ {\rm eV}.$$

Here $\tanh(\ln x)$ has been set to one. Differencing the speeds themselves, with the carrier density found from a numerical solution of neutrality, gives the same value: 2.6097 eV for doped and 2.7013 eV for intrinsic material. The shift is $-0.092$ eV, or $-3.4$ millihartree. Nearly all of it is $-fQ=-0.090$ eV; the remainder is the small rise of the intrinsic energy above $E_0$.

The same shift can be read from the ratios alone. $R$ falls from 1.934 at 773 K to 1.651 at 873 K, and the two temperatures differ by 1.72 eV$^{-1}$ in $\beta$, so

$$-\frac{\ln(1.934/1.651)}{1.72\ {\rm eV}^{-1}}\approx-0.092\ {\rm eV}.$$

Over the same range the excess speed grows from 0.012 to 0.846 nm/s. The doped speeds depart from their fitted Arrhenius line by at most 0.18 percent of the fitted speed. The plot looks straight although its slope is an average over two contributions.

The apparent prefactor of the doped layer is 0.49 times the intrinsic one. Its logarithm is $\ln1.774-0.0916/0.0709\approx-0.72$: the lower energy alone would overstate the enhancement, and the lower prefactor corrects it.

## How this stands beside real silicon

An energy near 2.7 eV and a speed of order 0.1 nm/s near 820 K are roughly typical of intrinsic (001) silicon, while the enhancement below two follows from the chosen depth and is not fitted to measurements: with Fermi–Dirac occupation, $D=0.12$ eV already gives $R=2.2$ and $D=0.16$ eV gives $R=3.1$. The depth $D$ is less secure, since its value depends on the model used to extract it. The assumption most open to doubt is that of flat bands: the amorphous side can hold the Fermi level at the interface away from its value in the doped crystal. An upward bending of 0.05 eV in the doped sample alone, chosen for illustration and kept constant on heating, reduces $R$ to 1.38 and the shift to $-0.045$ eV, about half. A constant bending of 0.20 eV would leave only $R=1.04$ and $-0.002$ eV, so strong bending removes the effect almost entirely. Bending that varies with temperature can even reverse the sign. Suppose the Fermi level at the interface of the doped sample stays at a fixed distance from the conduction edge, with the same $R=1.38$ at 823 K, while the bands of the intrinsic sample remain flat. The bending then shrinks on heating and the shift is about $+0.004$ eV. If the amorphous side imposed the same level on both samples, this model would give no enhancement at all. An observed weakening of the enhancement therefore also limits how the interface can behave.

Several other corrections, applied one at a time at 823 K, have these sizes:

- Fermi–Dirac occupation raises $R$ to 1.89 and gives a shift of $-0.105$ eV, with $Q_{\rm F}=0.22$ eV. The Boltzmann form is only fair at this density.
- A nonparabolic conduction band, with coefficient 0.5 eV$^{-1}$, gives $R=1.68$ and $-0.089$ eV.
- A level whose depth shrinks in proportion to the gap, with $D$ held at 0.10 eV at 823 K, leaves $R$ unchanged there but gives $-0.106$ eV. The level becomes shallower on heating, which weakens capture further.
- Heavy doping also narrows the gap. If the conduction edge drops by 0.04 eV, a value chosen for illustration, while the defect level stays in place, $R=1.44$ and the shift is $-0.052$ eV.
- Treating the donors as isolated atoms, each with one spin doublet bound by 0.045 eV, gives $R=1.43$ and $-0.050$ eV. Fewer electrons are free, and heating frees more of them, which partly offsets the loss of charged defects. Counting all six valley states of an isolated phosphorus donor, bound by 0.033 to 0.046 eV, gives $R=1.23$ and $-0.030$ eV. Both figures probably overstate the freeze-out, because donors this dense form a metallic band.

The sign survives each correction in this list, and also the constant bendings above, but not a Fermi level held fixed at the interface. Leaving strong or temperature-dependent bending aside, the magnitude ranges from about 0.03 to 0.11 eV for the chosen level. Changes acting together can go further: donor freeze-out and a bending of 0.05 eV combined leave only $-0.01$ to $-0.02$ eV, while Fermi–Dirac occupation and a level that follows the gap together give $-0.12$ eV. The depth of the level matters even more. In the Boltzmann form, $D=0.05$ eV gives a shift of $-0.044$ eV, while $D=0.20$ eV gives $-0.24$ eV and raises $R$ to 4.1. The figure of 0.092 eV is therefore a property of the chosen parameters, not a prediction. Differences in stress or in other impurities between the two samples are not sized here; they would enter the measured $R$ and be mistaken for an electronic effect.

Thermometry sets a similar limit. Suppose the doped sample is 1 K hotter than recorded, at the hot end only. Its $\ln v$ there is too large by $E\,\Delta T/(kT_h^2)$. Dividing by the range of $\beta$, which is $(T_h-T_c)/(kT_hT_c)$, gives a two-point energy error of

$$E\,\frac{\Delta T}{T_h-T_c}\,\frac{T_c}{T_h}
\approx2.61\times\frac1{100}\times\frac{773}{873}\approx0.023\ {\rm eV},$$

a quarter of the shift. Regrowing both samples side by side and taking the slope of $\ln R$ removes most of a temperature error that they share, because $R$ varies far more weakly with temperature than either speed. The numerical output lists the parameters and the main results.

## Numbers as computed

```
barrier E0 = 2.70 eV; prefactor = 5.0e+15 nm/s
level depth D = 0.10 eV; spin ratio = 0.5
gap = 1.26 eV - 3.8e-04 eV/K * T
density-of-states masses = 1.1, 1.0 m_e
donor density = 5.0e+19 cm^-3
temperatures = 773, 823, 873 K
kT at 823 K = 0.07092 eV
gap at 823 K = 0.9473 eV
conduction-band density N_c = 1.315e+20 cm^-3
intrinsic density n_i = 1.541e+17 cm^-3
charged/neutral ratio, doped = 0.7785
charged fraction f, doped = 0.4377
charged fraction f_i, intrinsic = 0.00239
h = 0.7364 eV; c' = -0.5300 eV
773 K: doped 0.0241, intrinsic 0.0125 nm/s
773 K: ratio R = 1.9340, excess = 0.0117 nm/s
823 K: doped 0.2601, intrinsic 0.1466 nm/s
823 K: ratio R = 1.7742, excess = 0.1135 nm/s
873 K: doped 2.1450, intrinsic 1.2990 nm/s
873 K: ratio R = 1.6512, excess = 0.8459 nm/s
100 nm regrowth at 823 K, doped = 384 s
100 nm regrowth at 823 K, intrinsic = 682 s
d ln R/dT at 823 K = -1.5693e-03 1/K
mean band kinetic energy = 0.1064 eV
capture energy Q = 0.2064 eV
charged-path energy E0-Q = 2.4936 eV
local energy, doped = 2.6097 eV
local energy, intrinsic = 2.7013 eV
shift = -0.0916 eV = -3.366 millihartree
fitted energy, doped = 2.6093 eV
fitted energy, intrinsic = 2.7013 eV
fitted shift = -0.0919 eV
largest departure from doped fit line = 0.177 percent
apparent prefactor ratio = 0.4876
shift for level 0.25 eV above band edge = 0.00078 eV
nonparabolicity used = 0.5 1/eV
donor depth used = 0.045 eV; bending = 0.05 eV
Fermi-Dirac carriers: R = 1.8853, shift = -0.1051 eV
nonparabolic band: R = 1.6809, shift = -0.0886 eV
level follows gap: R = 1.7742, shift = -0.1060 eV
isolated-donor freeze-out: R = 1.4296, shift = -0.0496 eV
interface band bending: R = 1.3813, shift = -0.0447 eV
degenerate capture energy = 0.2205 eV
1 K mismatch at hot end changes energy by 0.0231 eV
```
